# Transverse temperature difference from the thermal Hall effect in an insulated bar

**Question**

I am working through an exercise on heat conduction in a magnetic insulator. A flat bar, 1 mm wide, carries a steady heat current along its length, with a magnetic field perpendicular to its plane. The temperature gradient along the bar is 1 K/mm, the thermal Hall ratio \(\kappa_{xy}/\kappa_{xx}\) is 0.001, and the long edges are thermally insulated. I have to find the temperature difference between the two edges.

I could multiply the three numbers, but I don't see why that would be right. If the edges are insulated, no heat can leave sideways. Fourier's law then seems to say that there is no sideways gradient, so the answer should be zero. Where does the argument fail? And if there is a difference, does it depend on the length of the bar, and could I trust two thermometers glued to the edges to show it?

**Answer**

The argument fails where it uses the scalar form of Fourier's law. When the thermal Hall conductivity \(\kappa_{xy}\) is not zero, zero transverse heat flux does not imply zero transverse gradient. With a temperature gradient along the bar, it implies a definite nonzero one.

**Fourier's law with a Hall term**

Let \(x\) run along the bar and \(y\) across it, with the edges at \(y=0\) and \(y=w\). For small gradients the heat flux \(\mathbf q\) is linear in \(\nabla T\):

\[
q_x=-\kappa_{xx}\,\partial_xT-\kappa_{xy}\,\partial_yT,\qquad
q_y=-\kappa_{yx}\,\partial_xT-\kappa_{yy}\,\partial_yT .
\]

Suppose that the material looks the same after a quarter turn about the field direction. That turn changes the conductivity matrix as follows:

\[
\begin{pmatrix}\kappa_{xx}&\kappa_{xy}\\ \kappa_{yx}&\kappa_{yy}\end{pmatrix}
\;\to\;
\begin{pmatrix}\kappa_{yy}&-\kappa_{yx}\\ -\kappa_{xy}&\kappa_{xx}\end{pmatrix}.
\]

The two matrices must be equal, so \(\kappa_{yy}=\kappa_{xx}\) and \(\kappa_{yx}=-\kappa_{xy}\). The transverse flux becomes

\[
q_y=\kappa_{xy}\,\partial_xT-\kappa_{xx}\,\partial_yT .
\]

The first term is a sideways heat flow driven by the longitudinal gradient. The second is ordinary conduction from the warmer edge to the cooler one. Your argument left out the first term.

**What the insulated edges require**

Insulation says that \(q_y=0\) at the edges. We also need to know \(q_y\) inside the bar. Far from the ends of a long uniform bar, \(\nabla T\) and \(\mathbf q\) do not depend on \(x\). In the steady state no heat accumulates, so

\[
\partial_xq_x+\partial_yq_y=0 .
\]

The first term vanishes, hence \(\partial_yq_y=0\) and \(q_y\) has the same value all the way across. It is zero at an edge, so it is zero everywhere in this part of the bar. Setting the expression for \(q_y\) to zero gives

\[
\partial_yT=r\,\partial_xT,\qquad r\equiv\frac{\kappa_{xy}}{\kappa_{xx}} .
\]

The longitudinal gradient \(G\equiv\partial_xT\) is also the same at every \(y\), because \(\partial_y(\partial_xT)=\partial_x(\partial_yT)=0\). Integrating from one edge to the other therefore gives

\[
\Delta T\equiv T(w)-T(0)=r\,G\,w .
\]

With your numbers,

\[
\Delta T=0.001\times(1\ \mathrm{K/mm})\times(1\ \mathrm{mm})=0.001\ \mathrm K=1\ \mathrm{mK}.
\]

So the product is right for a long bar. With \(\kappa_{xy}>0\) and temperature rising along \(+x\), the edge at \(y=w\) is the warmer one. Reversing the field reverses \(\kappa_{xy}\) and hence the sign of \(\Delta T\). In a magnetically ordered material this holds only if the magnetic order is reversed along with the field. In a ferromagnet, for example, the field must be strong enough to reverse the magnetization.

**The balance in numbers**

Take a mean temperature of 50 K and \(\kappa_{xx}=1\) W/(m K), so that \(\kappa_{xy}=0.001\) W/(m K). The gradient is 1000 K/m. The Hall term drives \(0.001\times1000=1\) W/m² towards \(y=w\). When the field is switched on, this flow warms that edge and cools the other. The warming stops when ordinary conduction returns the same 1 W/m², which needs a transverse gradient of 1 K/m, or 1 mK/mm.

The opposite boundary condition makes the role of insulation plain. Suppose that good thermal links between the edges hold each pair of opposite points at one temperature, while \(G\) stays the same. Then \(\partial_yT=0\) and \(q_y=\kappa_{xy}G=1\) W/m². Heat crosses the bar and returns through the links, and the thermometers show no difference. An insulated bar has the temperature difference without the net transverse flow; a linked bar has the flow without the difference.

**Does the tilt change the heat current along the bar?**

It does, but in second order. Put \(\partial_yT=rG\) into the equation for \(q_x\), and use \(\kappa_{xy}=r\kappa_{xx}\):

\[
q_x=-\kappa_{xx}G-(r\kappa_{xx})(rG)=-\kappa_{xx}(1+r^2)\,G .
\]

For \(r=0.001\) the correction is one part in a million. To see it clearly, one can solve the two-dimensional heat equation numerically with \(r=0.3\), for a bar six times as long as it is wide. At the middle, the ratio of transverse to longitudinal gradient comes out as 0.300, and the conduction is raised by a factor of 1.090, in agreement with \(1+0.3^2\).

For a bar 0.5 mm thick that loses no heat from its surfaces, the heater must supply, leaving out this small correction,

\[
P=\kappa_{xx}G\,w\,t=1\times1000\times10^{-3}\times(0.5\times10^{-3})\ \mathrm W=0.5\ \mathrm{mW}.
\]

In an experiment with small \(r\), the calculation runs backwards. The power and the gradient give \(\kappa_{xx}=P/(Gwt)\), and then \(\kappa_{xy}=\kappa_{xx}\,\Delta T/(Gw)\).

**How long is long enough?**

The length matters because a heater block and a cold block each hold one end at a uniform temperature. There \(\Delta T=0\), and the tilt has to develop with distance from the end.

Let \(L\) be the length, \(G\) the end-to-end temperature difference divided by \(L\), and \(\eta=y-w/2\) the distance from the centre line. For small \(r\), write

\[
T=T_0+G\left(x-\tfrac L2\right)+r\,T_1(x,\eta).
\]

For uniform coefficients the Hall terms cancel from the heat balance inside the bar, because \(\partial_x\partial_yT=\partial_y\partial_xT\). What remains is \(\nabla^2T=0\), so \(\nabla^2T_1=0\). The ends have fixed temperatures, so \(T_1=0\) at \(x=0\) and \(x=L\). At the insulated edges \(\partial_yT=r\,\partial_xT\), which reads \(r\,\partial_\eta T_1=r(G+r\,\partial_xT_1)\). To first order in \(r\), this is \(\partial_\eta T_1=G\) at \(\eta=\pm w/2\).

The slope is the same at both edges, so \(T_1\) is odd in \(\eta\). Harmonic functions that are odd in \(\eta\) and vanish at both ends are sums of products of a sine and a hyperbolic sine:

\[
T_1=\sum_{n}b_n\sin\frac{n\pi x}{L}\,\sinh\frac{n\pi\eta}{L}.
\]

The edge condition becomes

\[
\sum_n b_n\frac{n\pi}{L}\cosh\frac{n\pi w}{2L}\,\sin\frac{n\pi x}{L}=G .
\]

The sine coefficients of the constant \(G\) are

\[
\frac2L\int_0^L G\sin\frac{n\pi x}{L}\,dx=\frac{2G}{n\pi}\,(1-\cos n\pi),
\]

which is \(4G/(n\pi)\) for odd \(n\) and zero for even \(n\). Therefore

\[
b_n=\frac{4GL}{n^2\pi^2\cosh(n\pi w/2L)}\qquad(n\ \text{odd}).
\]

At \(x=L/2\) the difference between the edges is \(2r\sum b_n\sin(n\pi/2)\sinh(n\pi w/2L)\). Dividing by the long-bar value \(rGw\) gives the factor

\[
F=\frac{8L}{\pi^2w}\sum_{n\ \mathrm{odd}}\frac{\sin(n\pi/2)}{n^2}\tanh\frac{n\pi w}{2L},
\qquad \Delta T_{\rm mid}=F\,r\,G\,w .
\]

Its values are

| \(L/w\) | \(F\) |
|---|---|
| 1 | 0.675 |
| 2 | 0.930 |
| 3 | 0.985 |
| 6 | 0.9999 |

A numerical solution of the full heat equation with \(r=0.001\) agrees with the series in all four cases to better than two parts in ten thousand. A square sample would thus show about 0.68 mK instead of 1 mK, while a bar 6 mm long loses about 0.01%.

The rapid approach to 1 has a simple origin. The departure from the uniform tilt, \(D=T_1-G\eta\), is harmonic and has zero slope at both edges. Its slowest-decaying part that is odd in \(\eta\) is \(\sin(\pi\eta/w)\), which must be combined with \(\cosh[\pi(x-L/2)/w]\) to satisfy \(\nabla^2D=0\). The departure at the middle then falls as \(e^{-\pi L/(2w)}\) for a long bar. Going from \(L/w=3\) to 6 should reduce \(1-F\) by \(e^{3\pi/2}\approx111\), and the computed values do so.

In the opposite limit, \(L\ll w\), the hyperbolic tangents tend to 1. The alternating sum \(1-1/9+1/25-\dots\) is about 0.916, so \(F\approx0.74\,L/w\) and \(\Delta T_{\rm mid}\approx0.74\,rGL\). The difference is then set by the length, and making the sample wider no longer helps.

**Can you trust the two thermometers?**

A single reading is not enough unless the contacts are very well aligned. If the contact at \(y=w\) sits a distance \(\delta\) further along \(x\) than the other, the reading is

\[
\Delta T_{\rm read}=rGw+G\delta .
\]

The second term equals the first when \(\delta=rw\), which is 1 µm here. An offset of 10 µm contributes \(1\ \mathrm{K/mm}\times0.01\ \mathrm{mm}=10\) mK, ten times the signal.

Field reversal separates the two. The Hall term changes sign, while the offset term keeps its sign if \(G\) is the same for both field directions. For the 6 mm bar with a 10 µm offset, the numerical solution gives readings of 10.9999 mK and 9.0001 mK, so that

\[
\frac{10.9999-9.0001}{2}\ \mathrm{mK}=0.9999\ \mathrm{mK},\qquad
\frac{10.9999+9.0001}{2}\ \mathrm{mK}=10.0000\ \mathrm{mK}.
\]

In this example the half difference is the Hall signal, including the small end correction, and the half sum is the offset.

The condition on \(G\) is a strict one. If the gradient differs by 1% between the two readings, the offset terms differ by 0.1 mK. Half of that, 0.05 mK, stays in the half difference, an error of 5% of the Hall signal.

**When the two directions conduct differently**

If the crystal lacks the quarter-turn symmetry, \(\kappa_{yy}\) and \(\kappa_{xx}\) can differ. Let the bar lie along a principal axis, so that \(\kappa_{yx}=-\kappa_{xy}\) still holds. The condition \(q_y=0\) now reads \(\kappa_{xy}G=\kappa_{yy}\,\partial_yT\), and

\[
\Delta T=\frac{\kappa_{xy}}{\kappa_{yy}}\,G\,w .
\]

The transverse conductivity is the divisor because it carries the return flow. If \(\kappa_{yy}\) is 20% below \(\kappa_{xx}\), with \(\kappa_{xy}\), \(\kappa_{xx}\) and \(G\) held fixed, then \(\Delta T=(1\ \mathrm{mK})/0.8=1.25\ \mathrm{mK}\). This correction multiplies the Hall signal itself, so field reversal does not remove it. The formula is again for a long bar. Rescaling \(y\) by \(\sqrt{\kappa_{xx}/\kappa_{yy}}\) turns the heat equation into the isotropic one, so the end factor \(F\) must now be taken at the ratio \((L/w)\sqrt{\kappa_{yy}/\kappa_{xx}}\). For the 20% difference a square sample has \(F\approx0.62\) instead of 0.675.

If the bar is cut at a small angle \(\theta\) to the principal axis, the unequal conductivities also produce a transverse difference without any Hall effect. Its size is about \((\kappa_{xx}-\kappa_{yy})\,\theta\,Gw/\kappa_{yy}\), with \(\theta\) in radians. For the same 20% difference and an angle of 1°, this is about 4.4 mK. It keeps its sign when the field is reversed, so it appears in the half sum together with the contact offset and cancels in the half difference.

**Imperfect insulation**

Suppose that heat enters at \(y=0\) and leaves at \(y=w\) with flux \(q_e\). Away from the ends \(q_y=q_e\) across the whole width, so \(\kappa_{xy}G-\kappa_{xx}\,\partial_yT=q_e\) and

\[
\Delta T=rGw-\frac{q_e\,w}{\kappa_{xx}} .
\]

As an example, let both edges be black at 50 K, with surroundings 1 K warmer on the side \(y=0\) and 1 K cooler on the other. The mean net radiative flux is 0.0284 W/m². It changes the difference by \(0.0284\times10^{-3}/1\) K, or 0.028 mK, about 3% of the Hall signal. This part keeps its sign when the field is reversed, so it cancels in the half difference if the surroundings stay the same. The estimate covers the two edges, not the broad faces, and it assumes a radiation shield close to the sample temperature.

**Conductivity that varies with temperature**

A gradient of 1 K/mm over 6 mm means ends at 47 K and 53 K, which is not a small span at 50 K. Suppose that \(\kappa_{xx}\) is proportional to \(T\) and that \(r\) is constant. A constant heat current then requires \(T\,\partial_xT\) to be constant. Since \(T\,\partial_xT=\tfrac12\partial_x(T^2)\), it is \(T^2\) that varies linearly along the bar. At the middle

\[
T_{\rm mid}=\sqrt{\frac{47^2+53^2}{2}}\ \mathrm K=50.09\ \mathrm K,
\]

and the local gradient there is

\[
G_{\rm mid}=\frac{53^2-47^2}{2\times6\times50.09}\ \mathrm{K/mm}=0.998\ \mathrm{K/mm}.
\]

The transverse balance uses the local gradient, so the Hall difference at the middle falls by about 0.2%. Towards the ends the longitudinal gradient departs further from its average. The same formula with 47 K or 53 K in place of 50.09 K gives longitudinal gradients of 1.06 and 0.94 K/mm at the two ends. The gradient should therefore be measured close to the Hall contacts.

**How this compares with a real measurement**

The numbers above are round values chosen for illustration, with a magnon thermal Hall measurement on an insulating ferromagnet in mind. For a particular material, \(\kappa_{xx}\) and the ratio must be taken from its own data at the temperature and field of interest. Magnons are spin waves and carry no charge, yet the derivation needs no change as long as the magnons and the lattice share one local temperature, because it uses the conductivity tensor and not the nature of the carriers. For the same reason, \(\Delta T\) alone cannot tell how much of \(\kappa_{xy}\) comes from magnons and how much from lattice vibrations. One assumption that easily fails in a small hand-contacted sample is perfect alignment of the contacts: for the values used here, 10 µm of offset turns a 1 mK signal into a reading of about 11 mK. Determining the ratio to 1% also means resolving 0.01 mK on top of that background.

So the answer to your exercise is 1 mK, for a long uniform bar with equal conductivities in the two directions, insulated edges and thermometers exactly opposite each other. The numerical output below lists the main computed values.

## Numbers as computed

```
Mean temperature: 50.0 K
Longitudinal conductivity: 1.000 W/(m K)
Thermal Hall conductivity: 0.001000 W/(m K)
Thermal Hall ratio: 0.0010 (dimensionless)
Longitudinal gradient: 1.000 K/mm
Bar length: 6.000 mm
Bar width: 1.000 mm
Bar thickness: 0.500 mm
End-to-end difference: 6.000 K
Transverse gradient: 1.000 mK/mm
Hall difference, formula: 1.000000 mK
Hall difference, formula: 0.001000 K
Hall difference, 2D solution: 0.999870 mK
Heating power: 0.500000 mW
Second-order conduction correction: 1.000 ppm
Large-ratio test, input ratio: 0.300 (dimensionless)
Large-ratio test, slope ratio: 0.29996
Large-ratio test, conduction factor: 1.08998
L/w=1: end factor, series 0.675314, 2D 0.675418
L/w=2: end factor, series 0.930060, 2D 0.930137
L/w=3: end factor, series 0.985438, 2D 0.985465
L/w=6: end factor, series 0.999869, 2D 0.999870
Transverse conductivity in anisotropic case: 0.800 W/(m K)
Anisotropic Hall difference: 1.2500 mK
Contact offset: 10.00 um
Offset contribution: 10.0000 mK
Offset contacts, positive field: 10.9999 mK
Offset contacts, negative field: 9.0001 mK
Half difference on field reversal: 0.99987 mK
Half sum on field reversal: 10.00000 mK
Mean radiative edge flux: 0.02836 W/m2
Radiation contribution, size: 0.02836 mK
Radiation/Hall size: 2.836 %
k proportional to T, cold end: 47.000 K
k proportional to T, hot end: 53.000 K
k proportional to T, midpoint: 50.0899 K
k proportional to T, midpoint gradient: 0.998205 K/mm
Resulting Hall change: -0.1795 %
```
